# Ideal two-terminal resistance of a metallic carbon nanotube: a numerical check

```python
# Result under test: a metallic carbon nanotube with two perfectly transmitted
# orbital modes, each with two spin states, has the two-terminal resistance
# R = h/(4 e^2) = (pi/2) hbar/e^2.
# Model: (n,n) armchair tube, one pi orbital per atom, nearest-neighbour hopping.
# hopping: hopping energy t (eV); bond: bond length (angstrom);
# period: axial repeat length a (angstrom); edge: onset of the next subbands (eV).
# Conductance is in units of e^2/hbar and resistance in units of hbar/e^2
# unless another unit is named.
import numpy as np
from scipy import constants as const
from scipy.special import expit

n_tube = 10
hopping = 2.7
bond = 1.42
period = np.sqrt(3) * bond
circumference = 3 * bond * n_tube
boltzmann_ev = const.k / const.e
resistance_unit_kohm = const.hbar / const.e**2 / 1e3

# Atomic positions on the unrolled tube: x along the axis, y around it.
basis = bond * np.array([[0, 0], [0, 1],
                         [np.sqrt(3) / 2, 1.5], [np.sqrt(3) / 2, 2.5]])
atoms = np.vstack([basis + [0, 3 * bond * m] for m in range(n_tube)])
size = len(atoms)


def hopping_matrix(axial_shift):
    """Hopping from atoms of one cell to atoms of a cell shifted along x."""
    dx = atoms[None, :, 0] + axial_shift - atoms[:, None, 0]
    dy = atoms[None, :, 1] - atoms[:, None, 1]
    dy = dy - circumference * np.round(dy / circumference)
    return -hopping * (np.abs(np.hypot(dx, dy) - bond) < 1e-6).astype(float)


h_cell = hopping_matrix(0.0)
h_next = hopping_matrix(period)
neighbours = (h_cell + h_next + h_next.T).sum(axis=1) / (-hopping)
assert np.allclose(neighbours, 3)

# Bloch states: energies and velocities dE/dk (eV angstrom).
n_k = 1200
k_values = ((np.arange(n_k) + 0.5) / n_k - 0.5) * 2 * np.pi / period
energies = np.empty((n_k, size))
velocities = np.empty((n_k, size))
for i, k in enumerate(k_values):
    forward = h_next * np.exp(1j * k * period)
    energies[i], states = np.linalg.eigh(h_cell + forward + forward.conj().T)
    slope = 1j * period * forward
    slope = slope + slope.conj().T
    velocities[i] = np.sum(states.conj() * (slope @ states), axis=0).real

# The band formula from the phases around the tube, against diagonalization.
cosine = np.cos(k_values * period / 2)[:, None]
phases = np.exp(1j * np.pi * np.arange(2 * n_tube) / n_tube)[None, :]
folded = hopping * np.abs(1 + 2 * cosine * phases)
folded = np.sort(np.hstack([folded, -folded]), axis=1)
assert np.max(np.abs(folded - energies)) < 1e-6

# Onset of the next subbands: second positive band, minimum over k.
edge = energies[:, size // 2 + 1].min()
edge_formula = hopping * np.sin(np.pi / n_tube)
assert abs(edge - edge_formula) < 1e-4  # limited by the spacing of k

# Speed of the modes at the crossing.
nearest = np.unravel_index(np.argmin(np.abs(energies)), energies.shape)
speed = abs(velocities[nearest])
assert abs(speed / (np.sqrt(3) / 2 * hopping * period) - 1) < 5e-3


def right_movers(energy):
    """Number of bands that rise through the given energy as k increases."""
    below = (energies < energy).sum(axis=1)
    return int(np.maximum(below - np.roll(below, -1), 0).sum())


low_energy, high_energy = 0.2, 1.0
modes_low = right_movers(low_energy)
modes_high = right_movers(high_energy)
assert low_energy < edge < high_energy
assert modes_low == 2 and right_movers(-low_energy) == 2
assert right_movers(0.6) == 2 and modes_high > 2


def conductance(bias, temperature, scale=1.0):
    """Sum over Bloch states; scale multiplies the hopping energy."""
    e, v = scale * energies, scale * velocities
    mu = np.where(v > 0, bias / 2, -bias / 2)
    filling = expit((mu - e) / (boltzmann_ev * temperature))
    current = 2 * np.sum(v * filling) / (n_k * period)  # 2 for spin
    return current / bias


g_formula = 2 / np.pi
bias_small, room = 0.01, 300.0
g_states = conductance(bias_small, room)
g_large_bias = conductance(0.1, room)
g_cold = conductance(bias_small, 200.0)
g_slow = conductance(bias_small, room, 0.75)
for value in (g_states, g_large_bias, g_cold, g_slow):
    assert abs(value / g_formula - 1) < 1e-6

# Transmission from Green's functions, with semi-infinite tubes as leads.
eta = 1e-6  # small imaginary energy (eV)
identity = np.eye(size)


def surface_green(energy, outward):
    z = (energy + 1j * eta) * identity
    surface, bulk = h_cell.astype(complex), h_cell.astype(complex)
    out, back = outward.astype(complex), outward.T.astype(complex)
    for _ in range(80):
        g = np.linalg.inv(z - bulk)
        out_back, back_out = out @ g @ back, back @ g @ out
        surface = surface + out_back
        bulk = bulk + out_back + back_out
        out, back = out @ g @ out, back @ g @ back
        if max(np.abs(out).max(), np.abs(back).max()) < 1e-13:
            return np.linalg.inv(z - surface)
    raise RuntimeError("surface Green's function did not converge")


def transmission(energy, cells, contact=1.0):
    """Sum over orbital modes; contact scales the hopping at the left end."""
    left = contact**2 * h_next.T @ surface_green(energy, h_next.T) @ h_next
    right = h_next @ surface_green(energy, h_next) @ h_next.T
    chain = np.kron(np.eye(cells), h_cell) + np.kron(np.eye(cells, k=1), h_next)
    chain = chain + np.kron(np.eye(cells, k=-1), h_next.T)
    inverse = (energy + 1j * eta) * np.eye(cells * size) - chain
    inverse[:size, :size] -= left
    inverse[-size:, -size:] -= right
    green = np.linalg.inv(inverse)[:size, -size:]
    gamma_left = 1j * (left - left.conj().T)
    gamma_right = 1j * (right - right.conj().T)
    return np.trace(gamma_left @ green @ gamma_right @ green.conj().T).real


t_one = transmission(low_energy, 1)
t_eight = transmission(low_energy, 8)
t_high = transmission(high_energy, 1)
# The tolerance allows for the small imaginary energy.
assert abs(t_one - modes_low) < 1e-3
assert abs(t_eight - modes_low) < 1e-3
assert abs(t_high - modes_high) < 1e-3

# Weak contact, checked against single chains that have one weak bond.
contact_factor = 0.5
t_weak = transmission(low_energy, 1, contact_factor)
t_chain = 0.0
for sign in (1, -1):
    cos_sq = ((1 + sign * low_energy / hopping) / 2) ** 2
    s_sq = contact_factor**2
    t_chain += (4 * s_sq * (1 - cos_sq)
                / (1 - 2 * s_sq * (2 * cos_sq - 1) + s_sq**2))
assert abs(t_weak - t_chain) < 1e-3
assert t_weak < t_one

# Resistances.
r_states_kohm = resistance_unit_kohm / g_states
r_ideal_kohm = const.h / (4 * const.e**2) / 1e3
assert abs(r_states_kohm / r_ideal_kohm - 1) < 1e-6
assert abs(r_ideal_kohm - 6.45) < 0.005
r_weak_kohm = np.pi / t_weak * resistance_unit_kohm
current_microamp = bias_small / (r_states_kohm * 1e3) * 1e6

print(f"tube indices: ({n_tube},{n_tube}), atoms per cell: {size}")
print(f"hopping energy: {hopping:.2f} eV")
print(f"bond length: {bond:.2f} angstrom")
print(f"axial period: {period:.3f} angstrom")
print(f"mode speed near the crossing (hbar v): {speed:.2f} eV angstrom")
print(f"onset of next subbands, from bands: {edge:.3f} eV")
print(f"onset of next subbands, t sin(pi/n): {edge_formula:.3f} eV")
print(f"thermal energy at {room:.0f} K: {boltzmann_ev * room:.4f} eV")
print(f"right-moving orbital modes at {low_energy:.1f} eV: {modes_low}")
print(f"right-moving orbital modes at {high_energy:.1f} eV: {modes_high}")
print(f"conductance 2/pi: {g_formula:.6f} e^2/hbar")
print(f"conductance from states, bias 0.01 V, 300 K: {g_states:.6f} e^2/hbar")
print(f"same, bias 0.1 V: {g_large_bias:.6f} e^2/hbar")
print(f"same, bias 0.01 V, 200 K: {g_cold:.6f} e^2/hbar")
print(f"same, 300 K, hopping times 0.75: {g_slow:.6f} e^2/hbar")
print(f"summed transmission at 0.2 eV, 1 cell: {t_one:.4f}")
print(f"summed transmission at 0.2 eV, 8 cells: {t_eight:.4f}")
print(f"summed transmission at 1.0 eV, 1 cell: {t_high:.4f}")
print(f"atomic unit of resistance hbar/e^2: {resistance_unit_kohm:.4f} kilo-ohm")
print(f"ideal resistance: {1 / g_states:.4f} hbar/e^2")
print(f"ideal resistance h/(4 e^2): {r_ideal_kohm:.4f} kilo-ohm")
print(f"ideal resistance from states: {r_states_kohm:.4f} kilo-ohm")
print(f"one spin-degenerate mode only: {2 * r_ideal_kohm:.4f} kilo-ohm")
print(f"current at bias {bias_small:.2f} V: {current_microamp:.3f} microampere")
print(f"weak contact, hopping factor: {contact_factor:.2f}")
print(f"weak contact, summed transmission at 0.2 eV: {t_weak:.4f}")
print(f"weak contact, single-chain solution: {t_chain:.4f}")
print(f"weak contact, resistance (Fermi level 0.2 eV): {r_weak_kohm:.2f} kilo-ohm")
print("finished without a failed check")
```

Printed output:

```
tube indices: (10,10), atoms per cell: 40
hopping energy: 2.70 eV
bond length: 1.42 angstrom
axial period: 2.460 angstrom
mode speed near the crossing (hbar v): 5.75 eV angstrom
onset of next subbands, from bands: 0.834 eV
onset of next subbands, t sin(pi/n): 0.834 eV
thermal energy at 300 K: 0.0259 eV
right-moving orbital modes at 0.2 eV: 2
right-moving orbital modes at 1.0 eV: 6
conductance 2/pi: 0.636620 e^2/hbar
conductance from states, bias 0.01 V, 300 K: 0.636620 e^2/hbar
same, bias 0.1 V: 0.636620 e^2/hbar
same, bias 0.01 V, 200 K: 0.636620 e^2/hbar
same, 300 K, hopping times 0.75: 0.636620 e^2/hbar
summed transmission at 0.2 eV, 1 cell: 2.0000
summed transmission at 0.2 eV, 8 cells: 2.0000
summed transmission at 1.0 eV, 1 cell: 6.0000
atomic unit of resistance hbar/e^2: 4.1082 kilo-ohm
ideal resistance: 1.5708 hbar/e^2
ideal resistance h/(4 e^2): 6.4532 kilo-ohm
ideal resistance from states: 6.4532 kilo-ohm
one spin-degenerate mode only: 12.9064 kilo-ohm
current at bias 0.01 V: 1.550 microampere
weak contact, hopping factor: 0.50
weak contact, summed transmission at 0.2 eV: 1.1413
weak contact, single-chain solution: 1.1413
weak contact, resistance (Fermi level 0.2 eV): 11.31 kilo-ohm
finished without a failed check
```
